# Zero-momentum exciton binding on a chain with on-site attraction: a program that tests the result

```python
"""
Exciton on a chain with contact attraction.
Result under test: at zero total momentum the electron-hole binding energy is
    E_b = sqrt(U^2 + 4 T^2) - 2 T,   T = t_e + t_h,
for an infinite chain with nearest-neighbour hoppings t_e, t_h > 0 and an
attraction U > 0 acting only when both particles share a site.
Energies are measured from the mid-band pair energy; K is total momentum times
the lattice spacing; J is nearest-neighbour transfer of a same-site pair.
"""
import numpy as np
import scipy.sparse as sp
from scipy.sparse.linalg import eigsh
from scipy.linalg import eigh_tridiagonal
from scipy.integrate import quad
from scipy import constants as const


def binding_formula(U, T):
    return np.sqrt(U**2 + 4*T**2) - 2*T


def shift_matrix(N):
    return sp.csr_matrix(np.roll(np.eye(N), 1, axis=0))


def pair_hamiltonian(N, te, th, U, J=0.0):
    """Full electron-hole Hamiltonian on a ring, index = x_e*N + x_h."""
    S, one = shift_matrix(N), sp.identity(N, format="csr")
    hop = S + S.T
    same = np.arange(N)*(N + 1)
    H = -te*sp.kron(hop, one) - th*sp.kron(one, hop)
    H = H - sp.csr_matrix((np.full(N, U), (same, same)), shape=(N*N, N*N))
    nxt = np.roll(same, -1)
    F = sp.csr_matrix((np.full(N, J), (same, nxt)), shape=(N*N, N*N))
    return (H + F + F.T).tocsr()


def ground_state(H):
    v0 = np.random.default_rng(1).normal(size=H.shape[0])
    w, v = eigsh(H, k=1, which="SA", v0=v0, tol=1e-12, ncv=60, maxiter=5000)
    return w[0], v[:, 0]


def relative_ground(potential, T, M):
    """Lowest state of the relative motion on sites -M..M."""
    r = np.arange(-M, M + 1)
    w, v = eigh_tridiagonal(potential(r), np.full(2*M, -T),
                            select="i", select_range=(0, 0))
    return w[0], v[:, 0], r


def contact(U):
    return lambda r: np.where(r == 0, -U, 0.0)


# Full two-particle ring, with no separation of the motion
N_ring = 40
ring_rows = []
for te, th, U in [(0.7, 0.3, 1.0), (0.5, 0.5, 2.0), (0.10, 0.08, 1.0)]:
    T = te + th
    free, _ = ground_state(pair_hamiltonian(N_ring, te, th, 0.0))
    bound, psi = ground_state(pair_hamiltonian(N_ring, te, th, U))
    assert abs(free + 2*T) < 1e-8
    assert abs((free - bound) - binding_formula(U, T)) < 1e-6
    S = shift_matrix(N_ring)
    assert abs(psi @ (sp.kron(S, S) @ psi) - 1) < 1e-6   # zero momentum
    bright = psi[np.arange(N_ring)*(N_ring + 1)].sum()**2/N_ring
    assert abs(bright - U/np.sqrt(U**2 + 4*T**2)) < 1e-6
    ring_rows.append((te, th, U, free - bound, binding_formula(U, T)))

# Whole exciton band, without and with exciton transfer
N_band = 16
K = 2*np.pi*np.arange(N_band)/N_band
te, th, U = 0.10, 0.08, 1.0
TK = np.sqrt(te**2 + th**2 + 2*te*th*np.cos(K))
for J in (0.0, 0.05):
    levels = np.linalg.eigvalsh(pair_hamiltonian(N_band, te, th, U, J).toarray())
    band = np.sort(-np.sqrt((U - 2*J*np.cos(K))**2 + 4*TK**2))
    assert np.max(np.abs(levels[:N_band] - band)) < 1e-8
    assert levels[N_band] > -2*(te + th) - 1e-8

# Exactly one bound state, none above the continuum
for U_test in (0.3, 1.0, 5.0):
    M = 200
    w = eigh_tridiagonal(contact(U_test)(np.arange(-M, M + 1)),
                         np.full(2*M, -1.0), eigvals_only=True)
    assert np.sum(w < -2) == 1 and np.sum(w > 2) == 0

# Momentum integral at an energy not tied to the bound state
for E_abs, T_test in ((2.7, 1.0), (1.3, 0.4)):
    integral = quad(lambda k: 1/(E_abs - 2*T_test*np.cos(k)), 0, 2*np.pi)[0]
    assert abs(integral/(2*np.pi) - 1/np.sqrt(E_abs**2 - 4*T_test**2)) < 1e-9

# Weak and strong attraction, from diagonalization (T = 1)
E_weak, _, _ = relative_ground(contact(0.1), 1.0, 600)
E_strong, _, _ = relative_ground(contact(50.0), 1.0, 50)
weak_ratio = (-2 - E_weak)/(0.1**2/4)
strong_ratio = (-2 - E_strong)/(50.0 - 2)
assert abs(weak_ratio - 1) < 2e-3       # next term is of order (U/4T)^2
assert abs(strong_ratio - 1) < 2e-3     # next term is 2T^2/U

# Worked example: rough values for a perylene-derivative pi-stack
a_nm, te, th, U = 0.35, 0.10, 0.08, 1.0
T = te + th
Eb = binding_formula(U, T)
kappa = np.arcsinh(U/(2*T))
E_num, phi, r = relative_ground(contact(U), T, 60)
P0 = U/np.sqrt(U**2 + 4*T**2)
rms_nm = np.sqrt(2)*a_nm*T/U
assert abs(-2*T - E_num - Eb) < 1e-10
assert abs(phi[60]**2 - P0) < 1e-9
assert abs(abs(phi[63]/phi[62]) - np.exp(-kappa)) < 1e-7
assert abs(a_nm*np.sqrt(np.sum(r**2*phi**2)) - rms_nm) < 1e-8

# Reduced mass from the curvature of the free-pair energy
h = 1e-3
curv = (-2*T*np.cos(h)*2 + 4*T)/h**2
hbar2_me = const.hbar**2/const.m_e/const.e*1e18       # eV nm^2
mass = hbar2_me/(2*T*a_nm**2)
assert abs(hbar2_me/(curv*a_nm**2)/mass - 1) < 1e-5
Eb_mass = U**2/(4*T)

# Neglected effect: Coulomb tail (Ohno form, same on-site value)
eps_r = 3.5
coul = const.e/(4*np.pi*const.epsilon_0)*1e9          # eV nm
r0_nm = coul/(eps_r*U)


def ohno(r):
    return -U/np.sqrt(1 + (r*a_nm/r0_nm)**2)


E_tail, phi_tail, r_tail = relative_ground(ohno, T, 400)
E_tail2, _, _ = relative_ground(ohno, T, 800)
assert abs(E_tail - E_tail2) < 1e-9
Eb_tail = -2*T - E_tail
P0_tail = phi_tail[400]**2
assert Eb_tail > Eb

# Neglected effect: exciton transfer at zero momentum
J = 0.05
Eb_J = binding_formula(U - 2*J, T)

# Neglected effect: vibrational narrowing; displaced-oscillator overlap tested
S_hr = 0.4
n_lev = 40
ladder = np.diag(np.sqrt(np.arange(1, n_lev)), 1)
H_osc = np.diag(np.arange(n_lev)*1.0) + np.sqrt(S_hr)*(ladder + ladder.T)
overlap = np.linalg.eigh(H_osc)[1][0, 0]
assert abs(overlap**2 - np.exp(-S_hr)) < 1e-9         # two sites per hop
T_narrow = T*np.exp(-S_hr)
Eb_narrow = binding_formula(U, T_narrow)

# Neglected effect: field ionization, exponent against lattice recursion
field = 1.0                                           # MV/cm
drop = field*0.1*a_nm                                 # eV per site
exponent = 2/drop*quad(lambda x: np.arccosh(1 + x/(2*T)), 0, Eb)[0]
n_turn = int(Eb/drop)
outer, inner = 1.0, 1.0
for site in range(n_turn, 0, -1):
    outer, inner = inner, (2*T + Eb - drop*site)/T*inner - outer
recursion = 2*np.log(inner)
assert abs(recursion/exponent - 1) < 0.15             # prefactors left out
kT = const.k*300/const.e

print("Full two-particle ring, sites:", N_ring)
for row in ring_rows:
    print("t_e=%.2f t_h=%.2f U=%.2f eV: E_b ring %.6f, formula %.6f eV" % row)
print(f"Weak case U=0.1T: numerical E_b/(U^2/4T) = {weak_ratio:.5f}")
print(f"Strong case U=50T: numerical E_b/(U-2T) = {strong_ratio:.5f}")
print("Worked example, rough perylene-derivative pi-stack")
print(f"spacing a = {a_nm:.2f} nm")
print(f"t_e = {te:.2f} eV, t_h = {th:.2f} eV, T = {T:.2f} eV")
print(f"on-site attraction U = {U:.2f} eV")
print(f"continuum edge -2T = {-2*T:.4f} eV")
print(f"bound level, formula = {-2*T - Eb:.4f} eV")
print(f"bound level, relative chain = {E_num:.4f} eV")
print(f"binding E_b = {Eb:.4f} eV")
print(f"kappa = {kappa:.4f} per site")
print(f"amplitude decay length a/kappa = {a_nm/kappa:.4f} nm")
print(f"same-site probability P0 = {P0:.4f}")
print(f"rms separation = {rms_nm:.4f} nm")
print(f"reduced mass = {mass:.3f} electron masses")
print(f"effective-mass estimate U^2/4T = {Eb_mass:.4f} eV")
print("Sizes of neglected effects")
print(f"relative permittivity = {eps_r:.1f}, Ohno length = {r0_nm:.4f} nm")
print(f"Ohno attraction at one spacing = {-ohno(1):.4f} eV")
print(f"binding with Coulomb tail = {Eb_tail:.4f} eV")
print(f"change from tail = {Eb_tail - Eb:+.4f} eV")
print(f"same-site probability with tail = {P0_tail:.4f}")
print(f"exciton transfer J = {J:.2f} eV: binding = {Eb_J:.4f} eV")
print(f"change from exciton transfer = {Eb_J - Eb:+.4f} eV")
print(f"vibrational S = {S_hr:.1f}: narrowed T = {T_narrow:.4f} eV")
print(f"binding with narrowed T = {Eb_narrow:.4f} eV")
print(f"change from narrowing = {Eb_narrow - Eb:+.4f} eV")
print(f"field = {field:.1f} MV/cm, drop per site = {drop:.4f} eV")
print(f"tunnelling exponent = {exponent:.1f} (recursion {recursion:.1f})")
print(f"tunnelling factor exp(-exponent) = {np.exp(-exponent):.1e}")
print(f"thermal energy at 300 K = {kT:.4f} eV, E_b/kT = {Eb/kT:.1f}")
print("done: every assertion held")
```

Running it gives:

```
Full two-particle ring, sites: 40
t_e=0.70 t_h=0.30 U=1.00 eV: E_b ring 0.236068, formula 0.236068 eV
t_e=0.50 t_h=0.50 U=2.00 eV: E_b ring 0.828427, formula 0.828427 eV
t_e=0.10 t_h=0.08 U=1.00 eV: E_b ring 0.702826, formula 0.702826 eV
Weak case U=0.1T: numerical E_b/(U^2/4T) = 0.99938
Strong case U=50T: numerical E_b/(U-2T) = 1.00083
Worked example, rough perylene-derivative pi-stack
spacing a = 0.35 nm
t_e = 0.10 eV, t_h = 0.08 eV, T = 0.18 eV
on-site attraction U = 1.00 eV
continuum edge -2T = -0.3600 eV
bound level, formula = -1.0628 eV
bound level, relative chain = -1.0628 eV
binding E_b = 0.7028 eV
kappa = 1.7457 per site
amplitude decay length a/kappa = 0.2005 nm
same-site probability P0 = 0.9409
rms separation = 0.0891 nm
reduced mass = 1.728 electron masses
effective-mass estimate U^2/4T = 1.3889 eV
Sizes of neglected effects
relative permittivity = 3.5, Ohno length = 0.4114 nm
Ohno attraction at one spacing = 0.7617 eV
binding with Coulomb tail = 0.8177 eV
change from tail = +0.1149 eV
same-site probability with tail = 0.6537
exciton transfer J = 0.05 eV: binding = 0.6093 eV
change from exciton transfer = -0.0935 eV
vibrational S = 0.4: narrowed T = 0.1207 eV
binding with narrowed T = 0.7874 eV
change from narrowing = +0.0846 eV
field = 1.0 MV/cm, drop per site = 0.0350 eV
tunnelling exponent = 48.9 (recursion 45.7)
tunnelling factor exp(-exponent) = 5.9e-22
thermal energy at 300 K = 0.0259 eV, E_b/kT = 27.2
done: every assertion held
```
